# Surface magnetic field of a current-carrying magnetic nanowire: a numerical check

```python
"""Surface magnetic field of a round current-carrying wire.

Result under test: B = mu0*J*R/2 just outside a long straight wire.
R: radius; J: mean axial current density; I = pi*R^2*J: current.
B is the azimuthal field of the current. In a magnetic wire the interior
flux density also contains mu0*M, and free ends add an axial stray field.
Ms: magnetization; A: exchange stiffness; K: axial anisotropy; L: length.
Internal units are SI. Material values are rough cobalt-like inputs.
"""
import numpy as np
from scipy.constants import mu_0
from scipy.integrate import quad
from scipy.special import iv, ivp, jv

R = 10e-9
J = 10 * 1e6 / 1e-4
L = 1e-6
Ms = 1.4e6
A = 20e-12
K = 0.4e6
rho = 20e-8
pitch = 40e-9
frequency = 5e9
relative_mu = 100.0
k_oxide = 1.4
cool_radius = 100e-9

I = np.pi * R**2 * J
H_surface = J * R / 2
B_surface = mu_0 * H_surface
nodes, weights = np.polynomial.legendre.leggauss(80)


def uniform(radius):
    return J + 0 * radius


def centre_heavy(radius):
    return 2 * J * (1 - (radius / R)**2)


def field_inside(r, profile=uniform, length=None):
    """Sum filament fields at r <= R, in polar coordinates about that point."""
    total = 0.0
    limits = [-np.pi, -np.pi / 2, np.pi / 2, np.pi]
    for low, high in zip(limits[:-1], limits[1:]):
        phi = (low + high) / 2 + (high - low) * nodes / 2
        w_phi = (high - low) * weights / 2
        root = np.sqrt(np.maximum(R**2 - (r * np.sin(phi))**2, 0))
        reach = np.maximum(r * np.cos(phi) + root, 0)
        s = reach[:, None] * (nodes[None, :] + 1) / 2
        w_s = reach[:, None] * weights[None, :] / 2
        source_r = np.sqrt(np.maximum(
            r**2 + s**2 - 2 * r * s * np.cos(phi)[:, None], 0))
        density = profile(source_r)
        if length is not None:
            density = density * (length / 2) / np.hypot(s, length / 2)
        total += np.sum(w_phi * np.cos(phi) * np.sum(w_s * density, axis=1))
    return mu_0 * total / (2 * np.pi)


# A source grid over the wire cross-section serves all exterior sums.
source_radius = R * (nodes + 1) / 2
source_weight = R * weights / 2 * source_radius
angles = 2 * np.pi * np.arange(240) / 240
source = source_radius[:, None] * np.exp(1j * angles[None, :])
area = source_weight[:, None] * (2 * np.pi / len(angles))


def field_outside(r):
    """Sum infinite-filament fields at a point outside the wire."""
    separation = r - source
    return mu_0 * J / (2 * np.pi) * np.sum(
        area * separation.real / np.abs(separation)**2)


# Current field: direct sums against the enclosed-current formulas.
B_sum = field_inside(R)
assert np.isclose(B_sum, B_surface, rtol=1e-9)
assert np.isclose(field_inside(R / 2), mu_0 * J * R / 4, rtol=1e-9)
for r in (2 * R, 3 * R):
    assert np.isclose(field_outside(r), mu_0 * I / (2 * np.pi * r), rtol=1e-9)
assert abs(B_surface * 1e3 - 0.63) < 0.005

# Uneven density: same surface field, different interior field.
B_uneven = field_inside(R, centre_heavy)
B_uneven_half = field_inside(R / 2, centre_heavy)
enclosed = quad(lambda r: 2 * np.pi * r * centre_heavy(r), 0, R / 2)[0]
assert np.isclose(B_uneven, B_surface, rtol=1e-9)
assert np.isclose(B_uneven_half, mu_0 * enclosed / (np.pi * R), rtol=1e-9)
assert B_uneven_half > 1.5 * field_inside(R / 2)

# Finite filament from the line integral, then a finite thick wire.
line = quad(lambda u: (1 + u**2)**(-1.5), -L / (2 * R), L / (2 * R),
            points=[0], limit=200)[0]
assert np.isclose(line / 2, (L / 2) / np.hypot(R, L / 2), rtol=1e-8)
B_finite = field_inside(R, length=L)
length_loss = 1 - B_finite / B_surface
assert np.isclose(length_loss, 2 * R**2 / L**2, rtol=2e-3)

# Exterior field of in-plane magnetization, summed from line dipoles.
r_test = 1.5 * R


def dipole_field(magnetization):
    separation = r_test - source
    return mu_0 / (2 * np.pi) * np.sum(
        area * np.conj(magnetization) / np.conj(separation)**2)


x_source = np.abs(source) / R
azimuthal = 1j * source / np.abs(source) * (3 * x_source - x_source**3)
transverse = np.ones_like(source)
B_azimuthal = dipole_field(azimuthal)
B_transverse = dipole_field(transverse)
assert abs(B_azimuthal) < 1e-9 * abs(B_transverse)
assert np.isclose(B_transverse, mu_0 / 2 * (R / r_test)**2, rtol=1e-9)


def minimize_twist(anisotropy):
    """Minimize the full nonlinear twist energy by Newton iteration."""
    n = 400
    h = 1 / n
    x = (np.arange(n) + 0.5) * h
    bond = np.arange(1, n) * h / h
    stiffness = np.zeros((n, n))
    index = np.arange(n - 1)
    stiffness[index, index] += bond
    stiffness[index + 1, index + 1] += bond
    stiffness[index, index + 1] -= bond
    stiffness[index + 1, index] -= bond
    drive = Ms * B_surface * R**2 / A
    local = 1 / x**2 + anisotropy * R**2 / A
    theta = np.zeros(n)
    for _ in range(8):
        gradient = 2 * stiffness @ theta + h * x * (
            local * np.sin(2 * theta) - drive * x * np.cos(theta))
        curvature = h * x * (2 * local * np.cos(2 * theta)
                             + drive * x * np.sin(theta))
        step = np.linalg.solve(2 * stiffness + np.diag(curvature), -gradient)
        theta += step
        if np.max(np.abs(step)) < 1e-13:
            break
    assert np.max(np.abs(step)) < 1e-12
    return x, theta


x, twist_free = minimize_twist(0.0)
_, twist_axial = minimize_twist(K)
twist_formula = Ms * B_surface * R**2 / (16 * A) * (3 * x - x**3)
# The allowance covers grid error and the small-angle approximation.
assert np.max(np.abs(twist_free - twist_formula)) < 1e-3 * twist_free[-1]
kappa = K * R**2 / A
drive = Ms * B_surface * R**2 / A
q = np.sqrt(kappa)
axial_formula = drive / (2 * kappa) * (1 - iv(1, q) / (q * ivp(1, q)))
assert np.isclose(twist_axial[-1], axial_formula, rtol=1e-3)
assert 0 < twist_axial[-1] < twist_free[-1]
B_inside_free = B_surface + mu_0 * Ms * np.sin(twist_free[-1])
B_inside_axial = B_surface + mu_0 * Ms * np.sin(twist_axial[-1])

# End-pole field at the surface, halfway along the wire.
distance_cubed = (np.abs(R - source)**2 + (L / 2)**2)**1.5
B_poles = mu_0 * Ms / (2 * np.pi) * np.sum(area * (L / 2) / distance_cubed)
# The allowance covers the finite width of each end face.
assert np.isclose(B_poles, 2 * mu_0 * Ms * R**2 / L**2, rtol=2e-3)
B_total = np.hypot(B_finite, B_poles)

# Direct field of the neighbour's current at the facing surface.
B_neighbour = field_outside(pitch - R)
assert np.isclose(B_neighbour, B_surface * R / (pitch - R), rtol=1e-9)

# Alternating-current unevenness from the cylindrical field solution.
omega = 2 * np.pi * frequency
skin_depth = np.sqrt(2 * rho / (omega * mu_0 * relative_mu))
wave_number = np.sqrt(-1j * omega * mu_0 * relative_mu / rho)
unevenness = abs(jv(0, wave_number * R) - 1)
assert np.isclose(unevenness, R**2 / (2 * skin_depth**2), rtol=1e-3)

# Steady heat flow through a surrounding oxide cylinder.
power_per_length = J**2 * rho * np.pi * R**2
temperature_rise = quad(
    lambda u: power_per_length / (2 * np.pi * k_oxide * u),
    1, cool_radius / R)[0]
heat_formula = power_per_length * np.log(cool_radius / R) / (
    2 * np.pi * k_oxide)
assert np.isclose(temperature_rise, heat_formula, rtol=1e-9)

print(f"Wire radius: {R * 1e9:.1f} nm")
print(f"Current density: {J / 1e10:.1f} MA/cm2")
print(f"Current density in SI: {J:.3e} A/m2")
print(f"Current: {I * 1e6:.3f} uA")
print(f"Surface H: {H_surface:.3f} A/m")
print(f"Surface B, formula: {B_surface * 1e3:.5f} mT")
print(f"Surface B, filament sum: {B_sum * 1e3:.5f} mT")
print(f"Surface B, uneven current: {B_uneven * 1e3:.5f} mT")
print(f"mu0*H at R/2, uniform: {field_inside(R / 2) * 1e3:.5f} mT")
print(f"mu0*H at R/2, uneven: {B_uneven_half * 1e3:.5f} mT")
print(f"Wire length: {L * 1e6:.2f} um")
print(f"Finite-length field loss: {length_loss * 100:.4f} %")
print(f"Rough magnetization: {Ms / 1e6:.2f} MA/m")
print(f"mu0 times magnetization: {mu_0 * Ms:.4f} T")
print(f"Rough exchange stiffness: {A * 1e12:.1f} pJ/m")
print(f"Rough axial anisotropy: {K / 1e6:.2f} MJ/m3")
print(f"Surface twist, no anisotropy: {twist_free[-1] * 1e3:.4f} mrad")
print(f"Surface twist, anisotropy: {twist_axial[-1] * 1e3:.4f} mrad")
print(f"Azimuthal B inside, no anisotropy: {B_inside_free * 1e3:.4f} mT")
print(f"Azimuthal B inside, anisotropy: {B_inside_axial * 1e3:.4f} mT")
print(f"End-pole axial field, mid-length: {B_poles * 1e3:.4f} mT")
print(f"Current plus end-pole field size: {B_total * 1e3:.4f} mT")
print(f"Neighbour centre spacing: {pitch * 1e9:.1f} nm")
print(f"Neighbour direct field: {B_neighbour * 1e3:.4f} mT")
print(f"Neighbour/current field: {B_neighbour / B_surface * 100:.2f} %")
print(f"Alternating-current frequency: {frequency / 1e9:.1f} GHz")
print(f"Rough relative permeability: {relative_mu:.0f} (no unit)")
print(f"Rough resistivity: {rho * 1e8:.1f} uOhm cm")
print(f"Skin depth: {skin_depth * 1e9:.2f} nm")
print(f"Alternating-current unevenness: {unevenness * 100:.4f} %")
print(f"Joule power per length: {power_per_length:.4f} W/m")
print(f"Oxide conductivity: {k_oxide:.2f} W/(m K)")
print(f"Cool cylinder radius: {cool_radius * 1e9:.1f} nm")
print(f"Temperature rise: {temperature_rise:.4f} K")
print("every check passed")
```

Printed output:

```
Wire radius: 10.0 nm
Current density: 10.0 MA/cm2
Current density in SI: 1.000e+11 A/m2
Current: 31.416 uA
Surface H: 500.000 A/m
Surface B, formula: 0.62832 mT
Surface B, filament sum: 0.62832 mT
Surface B, uneven current: 0.62832 mT
mu0*H at R/2, uniform: 0.31416 mT
mu0*H at R/2, uneven: 0.54978 mT
Wire length: 1.00 um
Finite-length field loss: 0.0200 %
Rough magnetization: 1.40 MA/m
mu0 times magnetization: 1.7593 T
Rough exchange stiffness: 20.0 pJ/m
Rough axial anisotropy: 0.40 MJ/m3
Surface twist, no anisotropy: 0.5498 mrad
Surface twist, anisotropy: 0.3479 mrad
Azimuthal B inside, no anisotropy: 1.5955 mT
Azimuthal B inside, anisotropy: 1.2405 mT
End-pole axial field, mid-length: 0.3515 mT
Current plus end-pole field size: 0.7199 mT
Neighbour centre spacing: 40.0 nm
Neighbour direct field: 0.2094 mT
Neighbour/current field: 33.33 %
Alternating-current frequency: 5.0 GHz
Rough relative permeability: 100 (no unit)
Rough resistivity: 20.0 uOhm cm
Skin depth: 318.31 nm
Alternating-current unevenness: 0.0493 %
Joule power per length: 0.6283 W/m
Oxide conductivity: 1.40 W/(m K)
Cool cylinder radius: 100.0 nm
Temperature rise: 0.1645 K
every check passed
```
